\section*{The Hanle effect: precessing and decaying alignment in resonance fluorescence}

\section*{The problem}

An atom has a ground level with $J=0$ and an isolated excited level with $J=1$, lifetime $\tau$ and decay rate $\Gamma=1/\tau$. A static magnetic field $B$ points along $z$. Light polarised along $x$ excites the atom, and the fluorescence emitted along $z$ passes through a linear analyser. Its transmission axis makes an angle $\alpha$ with $x$, counted towards $y$, and the transmitted intensity is $I_\alpha$. The observed signals are
\begin{equation}
P=\frac{I_{0^\circ}-I_{90^\circ}}{I_{0^\circ}+I_{90^\circ}},\qquad
R=\frac{I_{45^\circ}-I_{135^\circ}}{I_{45^\circ}+I_{135^\circ}} .
\label{def}
\end{equation}

Hartree atomic units are used, so $\hbar=1$ and the Bohr magneton is $\mu_B=1/2$. The electron's magnetic moment is opposite to its angular momentum, and for Landé factor $g>0$ the Zeeman Hamiltonian in the excited level is
\begin{equation}
H=\omega_L J_z,\qquad \omega_L=g\mu_B B=\tfrac12 gB .
\end{equation}
Energies are counted from the line centre.

The exciting light is steady, weak enough for stimulated emission to be neglected, and spectrally flat over the natural width and the Zeeman splitting. Collisions, reabsorption of fluorescence and hyperfine structure are left out.

\section*{(a) What does the light create?}

\textbf{Question.} Find the excited-state density matrix that the light supplies per unit time, and its components in irreducible tensor operators.

\textbf{Solution.} The spherical components of the dipole operator are $D_{\pm1}=\mp(D_x\pm iD_y)/\sqrt2$ and $D_0=D_z$. Solving for the Cartesian ones,
\begin{equation}
D_x=\frac{D_{-1}-D_{+1}}{\sqrt2},\qquad
D_y=\frac{i(D_{-1}+D_{+1})}{\sqrt2}.
\end{equation}
Acting on the $J=0$ state, $D_q$ produces the excited state $|m=q\rangle$ with a factor common to all $q$, because $\langle 0\,0\,1\,q|1\,q\rangle=1$. Light polarised along $x$ or $y$ therefore creates
\begin{equation}
|x\rangle=\frac{|{-1}\rangle-|{+1}\rangle}{\sqrt2},\qquad
|y\rangle=\frac{i(|{-1}\rangle+|{+1}\rangle)}{\sqrt2}.
\label{xy}
\end{equation}
Spectrally flat light has a correlation time short compared with $\tau$ and $1/\omega_L$. It creates $|x\rangle$ at random instants, with no lasting phase relation between them; part (e) confirms this picture in the frequency domain. With $S$ the number of excitations per unit time, the source is $\mathcal S=S|x\rangle\langle x|$, or
\begin{equation}
\mathcal S_{1,1}=\mathcal S_{-1,-1}=\frac S2,\qquad
\mathcal S_{1,-1}=\mathcal S_{-1,1}=-\frac S2 ,
\label{source}
\end{equation}
with all elements involving $m=0$ equal to zero.

For $J=1$ define
\begin{equation}
T^k_q=\sum_{mm'}(-1)^{1-m'}\langle 1\,m\,1\,{-m'}|k\,q\rangle\,|m\rangle\langle m'| .
\label{T}
\end{equation}
These operators are orthonormal under the trace, so $\rho=\sum_{kq}\rho_{kq}T^k_q$ with $\rho_{kq}=\mathrm{Tr}(T^{k\dagger}_q\rho)$. Inserting the Clebsch--Gordan coefficients gives
\begin{align}
T^0_0&=\tfrac{1}{\sqrt3}\textstyle\sum_m|m\rangle\langle m|,\\
T^1_0&=\tfrac1{\sqrt2}\big(|1\rangle\langle1|-|{-1}\rangle\langle{-1}|\big),\\
T^2_0&=\tfrac1{\sqrt6}\big(|1\rangle\langle1|-2|0\rangle\langle0|+|{-1}\rangle\langle{-1}|\big),\\
T^2_2&=|1\rangle\langle{-1}|,\qquad T^2_{-2}=|{-1}\rangle\langle1| .
\end{align}
The traces with (\ref{source}) are
\begin{equation}
\mathcal S_{00}=\frac{S}{\sqrt3},\quad \mathcal S_{10}=0,\quad
\mathcal S_{20}=\frac{S}{\sqrt6},\quad \mathcal S_{2,\pm2}=-\frac S2 .
\end{equation}
The components with $q=\pm1$ vanish because they connect $m=0$ to $m=\pm1$. As a check, the population supplied to $m=0$ is $S(1/3-2/6)=0$. The light thus creates population ($k=0$) and alignment ($k=2$), but no orientation ($k=1$). The direction of the dipole in the $xy$ plane is carried by $q=\pm2$, the coherence between $m=1$ and $m=-1$.

\section*{(b) Precession, decay and the steady state}

\textbf{Question.} Find how each component evolves and its steady value in the field.

\textbf{Solution.} The density matrix precesses under $H$, decays at the rate $\Gamma$ and is fed by the source:
\begin{equation}
\dot\rho=-i\omega_L[J_z,\rho]-\Gamma\rho+\mathcal S .
\label{eom}
\end{equation}
Each term of $T^k_q$ has $m-m'=q$, since otherwise its Clebsch--Gordan coefficient is zero. From $[J_z,|m\rangle\langle m'|]=(m-m')|m\rangle\langle m'|$ it follows that $[J_z,T^k_q]=qT^k_q$. Equation (\ref{eom}) then separates:
\begin{equation}
\dot\rho_{kq}=-(\Gamma+iq\omega_L)\rho_{kq}+\mathcal S_{kq}.
\end{equation}
Any initial deviation from the steady state dies out as $e^{-(\Gamma+iq\omega_L)t}$. Setting the derivative to zero and multiplying numerator and denominator by $\tau$,
\begin{equation}
\rho_{kq}=\frac{\tau\mathcal S_{kq}}{1+iq\omega_L\tau}.
\label{steady}
\end{equation}
The rank $k$ does not enter the denominator; the projection $q$ does. Components with $q=0$ do not feel the field. For $q=\pm2$ the natural variable is
\begin{equation}
X=2\omega_L\tau ,
\end{equation}
the angle $\omega_L\tau$ turned in one lifetime, multiplied by $|q|=2$. The quantities needed below are
\begin{equation}
\rho_{1,1}=\rho_{-1,-1}=\frac{S\tau}2,\qquad
\rho_{1,-1}=-\frac{S\tau}{2}\,\frac1{1+iX},\qquad \rho_{00}^{(m)}=0,
\label{rhoss}
\end{equation}
where $\rho_{00}^{(m)}$ is the population of $m=0$. If the exciting polarisation were tilted from $x$ towards $z$, components with $q=\pm1$ would also appear. Their denominators contain $X/2$, so their real parts fall to half at $|\omega_L\tau|=1$, twice the field needed for $q=\pm2$.

\section*{(c) The two signals}

\textbf{Question.} Find $I_\alpha$, then $P$ and $R$. Where does $P$ fall to half its zero-field value, and where is $R$ extremal?

\textbf{Solution.} The amplitude for emission through the analyser is the matrix element of $D_x\cos\alpha+D_y\sin\alpha$ between the excited state and the ground state. It is proportional to the overlap with
\begin{equation}
|\alpha\rangle=\cos\alpha|x\rangle+\sin\alpha|y\rangle
=\frac{e^{i\alpha}|{-1}\rangle-e^{-i\alpha}|{+1}\rangle}{\sqrt2},
\label{alpha}
\end{equation}
where (\ref{xy}) was used. Hence $I_\alpha\propto\langle\alpha|\rho|\alpha\rangle$. The diagonal terms each have weight $1/2$. The term with $\rho_{1,-1}$ has the coefficient $(-e^{-i\alpha})^*e^{i\alpha}/2=-e^{2i\alpha}/2$, and $\rho_{-1,1}$ supplies its complex conjugate:
\begin{equation}
I_\alpha\propto\tfrac12(\rho_{1,1}+\rho_{-1,-1})-\mathrm{Re}\big(e^{2i\alpha}\rho_{1,-1}\big).
\label{detect}
\end{equation}
Insert (\ref{rhoss}) and divide by $S\tau$. Since
\begin{equation}
\mathrm{Re}\,\frac{e^{2i\alpha}}{1+iX}
=\frac{\mathrm{Re}\,[(\cos2\alpha+i\sin2\alpha)(1-iX)]}{1+X^2}
=\frac{\cos2\alpha+X\sin2\alpha}{1+X^2},
\end{equation}
the intensity, in units of its zero-field value at $\alpha=0$, is
\begin{equation}
I_\alpha=\frac12\left[1+\frac{\cos2\alpha+X\sin2\alpha}{1+X^2}\right].
\label{I}
\end{equation}
Turning the analyser by $90^\circ$ reverses the signs of both $\cos2\alpha$ and $\sin2\alpha$, so two crossed intensities add up to 1 at every field. The differences give
\begin{equation}
P=\frac{1}{1+X^2},\qquad R=\frac{X}{1+X^2}.
\label{PR}
\end{equation}
The depolarisation signal is a Lorentzian with $P(0)=1$. It equals $1/2$ at $|X|=1$, so its half width at half maximum is
\begin{equation}
2|\omega_L|\tau=1,\qquad B_{1/2}=\frac{\hbar}{2g\mu_B\tau},
\label{width}
\end{equation}
where $\hbar$ has been restored; in atomic units $B_{1/2}=1/(g\tau)$. For the dispersive signal,
\begin{equation}
\frac{dR}{dX}=\frac{1-X^2}{(1+X^2)^2},
\end{equation}
which vanishes at $X=\pm1$, where $R=\pm1/2$. Reversing the field leaves $P$ unchanged and reverses $R$, which therefore shows the sense of precession.

Together, $P$ and $R$ give the degree of linear polarisation and the angle $\psi$ of its axis. Writing $P=p\cos2\psi$ and $R=p\sin2\psi$ turns (\ref{I}) into $I_\alpha=\frac12[1+p\cos(2\alpha-2\psi)]$, with
\begin{equation}
p=\sqrt{P^2+R^2}=\frac1{\sqrt{1+X^2}},\qquad
\psi=\tfrac12\arctan X .
\label{axis}
\end{equation}
At $X=1$ the axis has turned by $22.5^\circ$ and $p=1/\sqrt2$. The smaller value $P=1/2$ combines loss of polarisation with rotation away from $x$. In weak fields $\psi\approx\omega_L\tau$, the precession angle in one mean lifetime. In strong fields $\psi$ tends to $45^\circ$ for $X>0$ and to $-45^\circ$ for $X<0$, while $p$ tends to zero.

\section*{(d) A turning dipole with a random emission time}

\textbf{Question.} Obtain the same intensity by following one atom after its excitation, and explain why the polarisation axis does not turn beyond $45^\circ$.

\textbf{Solution.} If the atom is excited at $t=0$, its state at time $t$, apart from decay, is
\begin{equation}
e^{-i\omega_LtJ_z}|x\rangle
=\frac{e^{i\omega_Lt}|{-1}\rangle-e^{-i\omega_Lt}|{+1}\rangle}{\sqrt2}.
\end{equation}
Comparison with (\ref{alpha}) shows that this is $|\alpha\rangle$ with $\alpha=\omega_Lt$. The dipole turns from $x$ towards $y$ for $\omega_L>0$, and the analyser passes the fraction $\cos^2(\alpha-\omega_Lt)$. Emission times have the density $e^{-t/\tau}/\tau$, so
\begin{equation}
I_\alpha=\int_0^\infty\frac{dt}{\tau}\,e^{-t/\tau}\,
\tfrac12\big[1+\cos(2\alpha-2\omega_Lt)\big].
\end{equation}
The average needed is
\begin{equation}
\int_0^\infty\frac{dt}{\tau}\,e^{-t/\tau}e^{2i\omega_Lt}
=\frac{1}{\tau}\,\frac{1}{1/\tau-2i\omega_L}=\frac1{1-iX}
=\frac{1+iX}{1+X^2}.
\label{mean}
\end{equation}
Multiplying by $e^{-2i\alpha}$ and taking the real part gives $(\cos2\alpha+X\sin2\alpha)/(1+X^2)$, and (\ref{I}) is recovered.

A linear polarisation axis returns to itself after a turn of $180^\circ$, so it is represented by a unit vector at twice its angle. Equation (\ref{mean}) is the mean of these vectors: its real part is $P$ and its imaginary part is $R$. The exponential weights early emission most. At large $X$ the vectors within each turn almost cancel. The earlier ones weigh slightly more, which leaves a small remainder in the same direction for every turn, and (\ref{mean}) approaches $i/X$. For $X>0$ this is a short vector at $90^\circ$ in the doubled angle, or $45^\circ$ in space. Each dipole keeps turning, but the mean axis approaches this limit.

\section*{(e) Why the spectrum of the light matters}

\textbf{Question.} Derive the coherence from the response to each frequency in the light. What replaces (\ref{PR}) if the light is monochromatic and tuned to the line centre?

\textbf{Solution.} Let $\omega$ be the light's detuning from the line centre, $V$ the coupling strength and $x_m=\langle m|x\rangle$. To first order in $V$, the excited amplitudes obey
\begin{equation}
i\dot c_m=(m\omega_L-i\Gamma/2)c_m+Vx_me^{-i\omega t}.
\end{equation}
The driven solution varies as $e^{-i\omega t}$, which gives
\begin{equation}
c_m=\frac{Vx_m\,e^{-i\omega t}}{\omega-m\omega_L+i\Gamma/2}.
\label{amp}
\end{equation}
In broadband light with random phases, different frequencies add in the density matrix, not in the amplitude. Thus $\rho_{mm'}$ is proportional to $x_mx_{m'}^*$ times
\begin{equation}
K=\int_{-\infty}^{\infty}\frac{d\omega}{(\omega-m\omega_L+i\Gamma/2)(\omega-m'\omega_L-i\Gamma/2)} .
\end{equation}
Close the contour in the upper half plane, where the one pole is at $\omega=m'\omega_L+i\Gamma/2$:
\begin{equation}
K=\frac{2\pi i}{i\Gamma-(m-m')\omega_L}
=\frac{2\pi}{\Gamma+i(m-m')\omega_L}.
\end{equation}
This is the denominator of (\ref{steady}) with $q=m-m'$.

For monochromatic light at $\omega=0$ there is no integral. With $x_{\pm1}=\mp1/\sqrt2$, (\ref{amp}) gives
\begin{align}
|c_{\pm1}|^2&=\frac{V^2}{2}\,\frac{1}{\omega_L^2+\Gamma^2/4},\\
c_1c_{-1}^*&=-\frac{V^2}{2}\,\frac{1}{(-\omega_L+i\Gamma/2)(\omega_L-i\Gamma/2)}
=\frac{V^2}{2}\,\frac{1}{(\omega_L-i\Gamma/2)^2}.
\end{align}
Dividing the coherence by the population and using $X=2\omega_L/\Gamma$,
\begin{equation}
\frac{c_1c_{-1}^*}{|c_1|^2}=\frac{(\omega_L+i\Gamma/2)^2}{\omega_L^2+\Gamma^2/4}
=\frac{(X+i)^2}{1+X^2}.
\end{equation}
By (\ref{detect}) the signals come from
$-\mathrm{Re}[e^{2i\alpha}(X+i)^2]=(1-X^2)\cos2\alpha+2X\sin2\alpha$, so
\begin{equation}
P_{\rm mono}=\frac{1-X^2}{1+X^2},\qquad R_{\rm mono}=\frac{2X}{1+X^2}.
\end{equation}
Now $P^2+R^2=1$: the light stays fully polarised and its axis turns by $\arctan X$. The atom is driven into one pure state with a definite phase between $m=\pm1$. Contributions from different excitation times have still precessed through different angles, but here they add as amplitudes, with the weight $e^{-\Gamma t/2}$, and their sum is again a single linear dipole. In broadband light their intensities add instead, and polarisation is lost. Half the zero-field $P$ is reached at $|X|=1/\sqrt3$. At $X=1.3$ the broadband signals are $P=0.372$ and $R=0.483$, while the monochromatic ones are $P=-0.257$ and $R=0.967$. Relation (\ref{width}) would therefore give a wrong lifetime if it were applied to atoms at rest driven by monochromatic light at the line centre. In a gas, the Doppler effect gives each atom its own detuning. If these detunings are spread almost evenly over a range much wider than $\Gamma$ and the Zeeman splitting, averaging over the atoms replaces the integral over $\omega$ in $K$, and (\ref{PR}) holds to a good approximation even for monochromatic light. The error falls only inversely with the width: at $X=1.3$ a Gaussian spread of $1/e$ half width $10\Gamma$ still gives $P=0.337$ instead of $0.372$.

\section*{(f) Other directions and other angular momenta}

\textbf{Question.} What is seen along $y$ and along $x$? How do $P$ and $R$ change for other values of $J$?

\textbf{Solution.} Along $y$ the possible polarisations are $x$ and $z$. The population of $m=0$ is zero, so $I_z=0$, and (\ref{I}) at $\alpha=0$ gives
\begin{equation}
I_x=\frac12\left[1+\frac1{1+X^2}\right].
\end{equation}
The normalised polarisation $(I_x-I_z)/(I_x+I_z)$ stays at 1; the Hanle effect appears in the intensity, which falls from 1 to $1/2$. Along $x$ the polarisations are $y$ and $z$, and the intensity is
\begin{equation}
I_y=\frac12\left[1-\frac1{1+X^2}\right].
\end{equation}
It vanishes at zero field, because a dipole does not radiate along its own axis. At $X=1.3$ the two intensities are $0.686$ and $0.314$.

For other $J$, let the lower level be unpolarised. The source is then proportional to $D_x\Pi D_x$, where $\Pi$ projects on the lower level and is a scalar under rotation. The analyser similarly measures $D_\alpha\Pi'D_\alpha$, with $\Pi'$ the projector on the final level. Both $D_x$ and $D_\alpha$ contain $D_{\pm1}$ alone, so their products contain $q=0$ and $q=\pm2$. A rotation of the analyser about $z$ leaves its $q=0$ part unchanged and multiplies its $q=\pm2$ parts by $e^{\mp2i\alpha}$. These parts have rank 2, since two vectors combine to at most that rank. The commutator argument of part (b) holds for any $J$, so the field leaves the $q=0$ contribution unchanged and divides the $q=\pm2$ ones by $1\pm iX$. At zero field, reflection $y\to-y$ forbids a $\sin2\alpha$ term. Therefore
\begin{equation}
P=\frac{P_0}{1+X^2},\qquad R=\frac{P_0X}{1+X^2},
\end{equation}
with $P_0$ the zero-field polarisation and $g$ that of the excited level.

For $J=1/2\to3/2\to1/2$, find $P_0$ by quantising along $x$. The light leaves the projection unchanged and populates $m=\pm1/2$ equally. From $m=1/2$, the squared Clebsch--Gordan coefficients are $2/3$ for emission polarised along $x$ and $1/3$ for the circular component, half of which passes an analyser along $y$. By symmetry $m=-1/2$ gives the same, so
\begin{equation}
P_0=\frac{2/3-1/6}{2/3+1/6}=\frac35 .
\end{equation}
The amplitude is smaller, but the half width remains $|X|=1$.

\section*{(g) Beryllium}

\textbf{Question.} Estimate $\tau$ and $B_{1/2}$ for the $2s2p\;{}^1P_1$ level of beryllium, which decays to the ${}^1S_0$ ground level, and find the signals in fields of a few millitesla.

\textbf{Solution.} Let $\mathbf d$ be the dipole matrix element between the ground state and one excited state, chosen as the state whose dipole lies along a fixed axis, and let $\theta$ be the angle between $\mathbf d$ and the direction of emission. By rotational symmetry all three excited states decay at the same rate. In a box of volume $\mathcal V$, the squared coupling to one photon mode with polarisation $\mathbf e$ is $2\pi\omega|\mathbf e\cdot\mathbf d|^2/\mathcal V$. The density of modes per solid angle is $\mathcal V\omega^2\alpha_f^3/(2\pi)^3$, where $\alpha_f=1/c$ is the fine-structure constant and $\omega$ is now the transition energy. Fermi's golden rule multiplies their product by $2\pi$, giving the rate $\alpha_f^3\omega^3|\mathbf e\cdot\mathbf d|^2/(2\pi)$ per solid angle. Summed over the two polarisations, $|\mathbf e\cdot\mathbf d|^2$ becomes $d^2\sin^2\theta$, whose integral over directions is $8\pi d^2/3$. Hence
\begin{equation}
A=\tfrac43\alpha_f^3\omega^3d^2 .
\end{equation}

The atom is described by a frozen Hartree--Fock $1s^2$ core and full configuration interaction of the two valence electrons, in an even-tempered basis of 14 $s$, 8 $p$ and 4 $d$ shells. This gives $\omega=0.19594$ hartree and $d^2=3.578$, so
\begin{equation}
A=\alpha_f^3\times\tfrac43(0.19594)^3(3.578)
=0.0359\,\alpha_f^3=1.395\times10^{-8},
\end{equation}
and $\tau=1/A=7.17\times10^7$ atomic units, or $1.73$ ns. A singlet level has $J=L$ and no spin moment, hence $g=1$, and
\begin{equation}
B_{1/2}=\frac1{g\tau}=1.395\times10^{-8}\ \text{atomic units}=3.28\ \text{mT}.
\end{equation}
With $X=B/B_{1/2}$, a field of 5 mT gives $X=5/3.28=1.52$. Then $P=1/(1+1.52^2)=0.30$, $R=1.52\times0.30=0.46$ and $\psi=28^\circ$. Other fields give:
\begin{center}
\begin{tabular}{ccccc}
$B$ (mT) & $X$ & $P$ & $R$ & $\psi$\\
1 & 0.31 & 0.91 & 0.28 & $8^\circ$\\
2 & 0.61 & 0.73 & 0.44 & $16^\circ$\\
10 & 3.05 & 0.10 & 0.30 & $36^\circ$\\
20 & 6.10 & 0.03 & 0.16 & $40^\circ$
\end{tabular}
\end{center}
At 10 mT the rotation signal is three times the depolarisation signal, since $R/P=X$.

The oscillator strength is $2\omega d^2=1.40$ in the length form and $1.45$ in the velocity form, about 3\% higher than the length value. The forms agree if $i[H,z]=p_z$, which the nonlocal exchange with the frozen core violates; the finite basis and the exclusion of the valence electrons from the core orbital also affect the difference. At the same $\omega$, the velocity form would shorten $\tau$ to about $1.68$ ns and raise $B_{1/2}$ to about $3.4$ mT. This spread is not an error bound. Nor is the basis converged to the digits shown: a denser basis with $f$ and $g$ shells added gives $\omega=0.19480$ hartree, $d^2=3.585$, $\tau=1.76$ ns and $B_{1/2}=3.23$ mT, a shift of about 1.6\% in the direction opposite to that suggested by the velocity form. Core correlation and polarisation, relativity and the nuclear spin of beryllium are left out. The last omission concerns the Hanle curve itself, since hyperfine coupling would add energy differences to the simple precession assumed here. Natural beryllium is ${}^9$Be with nuclear spin $3/2$; a magnetic hyperfine constant near $-14$ MHz in this level would lower $P(0)$ to about $0.9$ and widen the curve by about 20\%, so $B_{1/2}$ and the table describe an atom with a spinless nucleus. The values are estimates within this model; the numerical output below gives them in full.

\section*{Calculated quantities}
\begin{verbatim}
Half width found numerically, 2 omega_L tau: 1.000000
Rotation maximum found at 2 omega_L tau: 1.00000
Rotation maximum value: 0.500000
Comparison point, X = 2 omega_L tau: 1.30
  broadband P: 0.3717
  broadband R: 0.4833
  monochromatic resonant P: -0.2565
  monochromatic resonant R: 0.9665
  relative intensity viewed along y: 0.6859
  relative intensity viewed along x: 0.3141
Zero-field P for 1/2 -> 3/2 -> 1/2: 0.6000
Be 2s2p 1P1, frozen 1s core, two-electron full CI
Basis shells s, p, d: 14, 8, 4; ratio 2.5
Smallest exponents s and p, d: 0.015, 0.04 bohr^-2
Valence orbitals: 57; singlet pair functions: 1653
Hartree-Fock energy: -14.572653 hartree
CI ground energy: -14.618538 hartree
Excitation energy omega: 0.195944 hartree
Squared dipole component d^2: 3.5784 e^2 bohr^2
Oscillator strength, length form: 1.4023
Oscillator strength, velocity form: 1.4463
Decay rate A: 1.3948e-08 atomic units
Lifetime tau: 7.1693e+07 atomic units = 1.7342 ns
Lande factor g: 1.0
Half-width field: 1.3948e-08 atomic units = 3.2786 mT
Be signals: B (mT), X, P, R, axis angle (degrees)
    0.0  0.0000  1.0000  0.0000  0.00
    1.0  0.3050  0.9149  0.2790  8.48
    2.0  0.6100  0.7288  0.4446  15.69
    5.0  1.5250  0.3007  0.4586  28.37
   10.0  3.0501  0.0971  0.2960  35.92
   20.0  6.1002  0.0262  0.1596  40.35
\end{verbatim}
